\section*{Segregation and the t^(-3/4) decay of diffusing acid and base}

Acid and base molecules are scattered at random, each with mean density $0.050\ \mathrm{nm^{-3}}$, and left to diffuse and neutralize one another for 100 s. In a continuum simulation of this process the remaining density of each is about $6.3\times10^{-4}\ \mathrm{nm^{-3}}$. Raising the rate constant of the model a hundredfold, with the same initial positions, lowers this to $3.7\times10^{-4}\ \mathrm{nm^{-3}}$, a reduction of only 42\%. In a well-mixed medium the same change would lower the density almost a hundredfold. Something other than the reaction rate limits the loss of acid.

Let $a(\mathbf r,t)$ and $b(\mathbf r,t)$ be the number densities of acid and base quencher. In the continuum model used here they obey
\begin{equation}
\frac{\partial a}{\partial t}=D\nabla^2a-kab,\qquad
\frac{\partial b}{\partial t}=D\nabla^2b-kab .
\label{eq:model}
\end{equation}
Both species have the same diffusion coefficient $D$, carry no long-range forces, and are lost only by this reaction. Initially their molecules are independent Poisson points with the same mean density $\rho_0$, each spread over a small molecular volume so that the product $ab$ is defined. The medium is infinite and statistically uniform. Angle brackets denote the average over initial positions, and $\rho=\langle a\rangle=\langle b\rangle$.

The example takes $D=1\ \mathrm{nm^2/s}$ and a capture radius $R=1$ nm. The rate constant follows from the steady diffusive flux into an absorbing sphere. The separation of two molecules diffuses with coefficient $D+D=2D$, and the steady density around the sphere is proportional to $1-R/r$, with slope $1/R$ at the surface. Hence
\begin{equation}
k=4\pi R^2\,(2D)\,\frac1R=8\pi DR=25.13\ \mathrm{nm^3/s}.
\end{equation}
This steady value neglects the initial transient and supposes that $R$ is small compared with the molecular spacing. Here $\rho_0^{-1/3}=2.7$ nm, and the transient, during which molecules react faster than this $k$ allows, is not negligible. The densities given below for 1 and 10 s are therefore those of the continuum model, and they lie above those of molecules that react at every contact. Because this $k$ already counts every contact as a reaction, molecules with the same $D$ and $R$ could not react a hundred times faster in the steady regime. The larger rate constant serves only to show how the model depends on $k$.

If the densities were uniform, (\ref{eq:model}) would reduce to $d\rho/dt=-k\rho^2$, so that $d(1/\rho)/dt=k$ and
\begin{equation}
\rho_{\rm mix}(t)=\frac{1}{1/\rho_0+kt}\;\longrightarrow\;\frac1{kt}.
\label{eq:mix}
\end{equation}
At 100 s this is $1/(20+2513)\ \mathrm{nm^{-3}}=3.95\times10^{-4}\ \mathrm{nm^{-3}}$. Random placement changes the outcome because reaction removes acid and base in pairs. Subtracting the two equations in (\ref{eq:model}) cancels the reaction term, and the difference $\delta=a-b$ obeys
\begin{equation}
\frac{\partial\delta}{\partial t}=D\nabla^2\delta .
\label{eq:delta}
\end{equation}
A local surplus of either species can therefore be removed only by diffusion, however fast the reaction is.

The size of the surplus can be estimated by counting. A region of edge $\ell$ holds about $\rho_0\ell^3$ molecules of each kind, with Poisson variance $\rho_0\ell^3$ for each. The variances add, so the surplus is typically $\sqrt{2\rho_0\ell^3}$, or $\sqrt{2\rho_0}\,\ell^{-3/2}$ per unit volume. Diffusion evens out regions up to $\ell\sim\sqrt{Dt}$, which leaves a density of order $\rho_0^{1/2}(Dt)^{-3/4}$. This decays more slowly than $1/(kt)$ and must eventually dominate. The prefactor, and the proof that little else survives, require the full distribution of $\delta$.

Once $\sqrt{Dt}$ is large compared with the initial molecular spread, each acid contributes to $\delta$ the heat kernel
\begin{equation}
G(\mathbf r,t)=(4\pi Dt)^{-3/2}e^{-r^2/4Dt},
\end{equation}
centred on its starting point, and each base contributes $-G$. Divide space into cells of volume $dV$, each holding an acid with probability $\rho_0\,dV$. A cell multiplies the average of $e^{iu\delta}$ by $1+\rho_0\,dV(e^{iuG}-1)$, and the product over all cells is $\exp\{\rho_0\int(e^{iuG}-1)\,d^3r\}$. The bases give the same expression with $-G$. Since $e^{ix}+e^{-ix}-2=-2(1-\cos x)$,
\begin{equation}
\langle e^{iu\delta}\rangle=\exp\Big\{-2\rho_0\int\big[1-\cos(uG)\big]d^3r\Big\}.
\label{eq:char}
\end{equation}
Expanding the cosine gives the exponent $-\rho_0u^2\int G^2d^3r+\tfrac1{12}\rho_0u^4\int G^4d^3r-\dots$. Comparison with the cumulant series $-\kappa_2u^2/2+\kappa_4u^4/24-\dots$ shows that $\kappa_n=2\rho_0\int G^n\,d^3r$ for $n=2$ and 4. The integrals are Gaussian:
\begin{equation}
\int G^n d^3r=(4\pi Dt)^{-3n/2}\Big(\frac{4\pi Dt}{n}\Big)^{3/2}.
\end{equation}
The variance and the excess kurtosis are therefore
\begin{align}
\sigma^2&=\kappa_2=2\rho_0(8\pi Dt)^{-3/2},\label{eq:var}\\
\gamma&=\frac{\kappa_4}{\kappa_2^2}
=\frac{2\rho_0(4\pi Dt)^{-9/2}/8}{4\rho_0^2(4\pi Dt)^{-3}/8}
=\frac{1}{2\rho_0(4\pi Dt)^{3/2}} .
\end{align}

The kurtosis controls the approach to a Gaussian. Put $u=v/\sigma$ in (\ref{eq:char}) and use $0\le\cos x-1+x^2/2\le x^4/24$. The exponent then differs from $-v^2/2$ by at most $\gamma v^4/24$, which vanishes at late times for every fixed $v$. So $\delta/\sigma$ becomes a standard Gaussian variable. Its mean magnitude converges too, because $\langle\delta^2\rangle/\sigma^2=1$ limits the contribution of values $|\delta|/\sigma>M$ to at most $1/M$. For a Gaussian,
\begin{equation}
\langle|\delta|\rangle=\frac{2}{\sigma\sqrt{2\pi}}\int_0^\infty x\,e^{-x^2/2\sigma^2}dx
=\frac{2\sigma^2}{\sigma\sqrt{2\pi}}=\sigma\sqrt{\frac2\pi}.
\end{equation}
Half of this is the density that each species would have if no region contained both:
\begin{equation}
L(t)\equiv\tfrac12\langle|\delta|\rangle\;\longrightarrow\;\frac{\sigma}{\sqrt{2\pi}}
=\sqrt{\frac{\rho_0}{\pi}}\,(8\pi Dt)^{-3/4}.
\label{eq:L}
\end{equation}

At 100 s, $8\pi Dt=2513\ \mathrm{nm^2}$ and (\ref{eq:L}) gives $3.55\times10^{-4}\ \mathrm{nm^{-3}}$. Integrating the characteristic function numerically, without the Gaussian approximation, gives the same value to the digits shown. At 1 s, where $\gamma=0.22$, the numerical average is $1.113\times10^{-2}\ \mathrm{nm^{-3}}$ against $1.124\times10^{-2}\ \mathrm{nm^{-3}}$ from the Gaussian law. The leading correction accounts for the difference. It multiplies the Gaussian density of $x=\delta/\sigma$ by $1+\gamma(x^4-6x^2+3)/24$. The Gaussian moments $\langle|x|^5\rangle$, $\langle|x|^3\rangle$ and $\langle|x|\rangle$ are in the ratio $8:2:1$, so $L$ changes by the relative amount $\gamma(8-12+3)/24=-\gamma/24$, here $-0.9\%$.

The surplus is organized in domains. Two heat kernels displaced by $\mathbf r$ overlap by the heat kernel for time $2t$, so the normalized correlation function of $\delta$ is
\begin{equation}
\frac{\langle\delta(\mathbf 0,t)\,\delta(\mathbf r,t)\rangle}{\sigma^2}=e^{-r^2/8Dt}.
\end{equation}
At 100 s and a distance of 20 nm it equals $e^{-400/800}=0.61$. The sign of the surplus thus persists over distances proportional to $\sqrt{Dt}$, far beyond the initial molecular spacing.

It remains to show that $\rho$ itself approaches $L$. Let $m=\min(a,b)$ be the density of the local minority species. The majority density is $m+|\delta|$, hence $a+b=|\delta|+2m$. Averaging and halving gives
\begin{equation}
\rho=L+\langle m\rangle\ge L .
\label{eq:lower}
\end{equation}
For an upper bound, average the first equation in (\ref{eq:model}). The diffusion term drops out because $\langle a\rangle$ does not depend on position. Also $ab=m(m+|\delta|)\ge m^2$, and $\langle m^2\rangle\ge\langle m\rangle^2$ because a variance is not negative. Therefore
\begin{equation}
\frac{d\rho}{dt}=-k\langle ab\rangle\le-k\langle m\rangle^2=-k(\rho-L)^2 .
\label{eq:ineq}
\end{equation}

One more property is needed: $L$ never increases. By (\ref{eq:delta}), the later $\delta$ is a weighted average of the earlier one with positive weights that sum to one. The magnitude of an average does not exceed the average magnitude, and taking the mean gives the claim.

Now choose a waiting time $\tau<t$, write $T=t-\tau$, and define $y(s)=\rho(s)-L(T)$ for $T\le s\le t$. If $y(t)\le0$, then $\rho(t)\le L(T)$ already. If $y(t)>0$, then $y(s)>0$ throughout the interval, because $\rho$ does not increase. Since $L(s)\le L(T)$, we have $\rho(s)-L(s)\ge y(s)>0$, and (\ref{eq:ineq}) gives $dy/ds\le-ky^2$. Dividing by $-y^2$ turns this into $d(1/y)/ds\ge k$. Integration gives $1/y(t)\ge1/y(T)+k\tau>k\tau$. In both cases
\begin{equation}
L(t)\le\rho(t)\le L(t-\tau)+\frac1{k\tau}.
\label{eq:sandwich}
\end{equation}

Let $\tau=t_0^{1/8}t^{7/8}$ with any fixed time $t_0$. Then $\tau/t\to0$, so $L(t-\tau)/L(t)\to1$. The last term, divided by $L$, is proportional to $t^{-7/8+3/4}=t^{-1/8}$ and also vanishes. The two bounds meet, and
\begin{equation}
\rho(t)\;\longrightarrow\;\sqrt{\frac{\rho_0}{\pi}}\,(8\pi Dt)^{-3/4}.
\label{eq:result}
\end{equation}
The rate constant has disappeared from the leading term. The lower bound $\rho\ge L$ does not contain it either, and this bound holds at all times. That is why the hundredfold change had so little effect: at 100 s, $L$ is already more than half of the density left by the slower reaction. In $d$ dimensions the variance is $2\rho_0(8\pi Dt)^{-d/2}$ and $L\propto t^{-d/4}$. The same argument works as long as $1/t$ falls faster than $L$, that is, for $d<4$.

Segregation also appears in the reaction rate. Let $\alpha=-d\ln\rho/d\ln t$ be the local decay exponent. From $d\rho/dt=-k\langle ab\rangle$,
\begin{equation}
\frac{\langle ab\rangle}{\rho^2}=\frac{\alpha}{k\rho t}.
\label{eq:mixing}
\end{equation}
This mixing factor is 1 for uniform densities. Where $\alpha$ has settled at $3/4$ it falls as $t^{-1/4}$. The result (\ref{eq:result}) does not by itself fix a derivative at each instant, but it does fix the average over a doubling of time. The loss between $t$ and $2t$ is $\int k\langle ab\rangle ds\to L(t)(1-2^{-3/4})$, whereas full mixing at the same density would give $\int k\rho^2ds\to2kL(t)^2t\,(1-2^{-1/2})$. Their ratio is $0.69/(kLt)$, again proportional to $t^{-1/4}$. Acid and base meet less and less often than their mean densities suggest.

The simulations solve (\ref{eq:model}) in a periodic box of edge 128 nm with cells of 2 nm. The numbers of acid and base in one box differ slightly, so there $\rho$ means half the average of $a+b$, and $L$ half the average of $|\delta|$. The bounds (\ref{eq:sandwich}) hold for these box averages as well, and every recorded density was tested against the upper one using all earlier recorded times. With the hundredfold rate constant, $\rho/L$ is 1.025 at 10 s and 1.015 at 100 s, so nearly all the remaining material is segregated. The decay exponent fitted between 4 and 40 s is $-0.76$. The mixing factor, obtained from the local slope through (\ref{eq:mixing}), drops from 0.0147 at 10 s to 0.0084 at 100 s, a ratio of 1.75 against $10^{1/4}=1.78$ from the asymptotic law. At 40 s the $L$ of the box lies 1.6\% above (\ref{eq:L}). These are values for a single box. For Gaussian $\delta$ the covariance of $\delta^2$ is twice the square of the covariance of $\delta$, so the average of $\delta^2$ over a box of volume $V$ has relative variance $2(4\pi Dt)^{3/2}/V$. The $L$ of a box therefore scatters by about 5\% at 40 s and 10\% at 100 s, and the local slope at 100 s is noisy too. The closeness of the last two comparisons is partly chance, and the simulation supports the derivation without replacing it. At 1 s it is noticeably higher than the continuum value, but there the diffusion length $\sqrt{2Dt}=1.4$ nm is shorter than a cell and the lattice does not represent the continuum.

With the physical rate constant the approach is far from complete. The ratio $\rho/L$ in the box is 2.4 at 10 s and 1.7 at 100 s. At 1 s it is 2.0, but there the coarse cells make $L$ too large; dividing the same $\rho$ by the continuum value $L=1.113\times10^{-2}\ \mathrm{nm^{-3}}$ gives 2.5. For small molecular volumes the ratio starts near 1, because few molecules overlap at first, so it rises before it falls. The local exponent $\alpha$ shows how this comes about. The program computes the mixing factor from $\alpha$ through (\ref{eq:mixing}), so $\alpha$ can be recovered from the printed values. At 1 s the mixing factor is 0.684 and $k\rho t=25.13\times0.02764=0.695$, so $\alpha=0.48$. The density is then falling more slowly than $t^{-3/4}$, and it loses ground to $L$. At 10 s the same arithmetic gives $\alpha=0.741\times1.207=0.89$, and $\rho$ has begun to catch up. The exponent fitted between 4 and 40 s, $-0.89$, belongs to this crossover and is not a new law.

The time scale of the crossover follows from equating $L$ with the mixed law $1/(kt)$:
\begin{align}
8\pi DR\,t\,\sqrt{\frac{\rho_0}{\pi}}\,(8\pi Dt)^{-3/4}
&=R\sqrt{\frac{\rho_0}{\pi}}\,(8\pi Dt)^{1/4}=1,\\
t_c&=\frac{\pi}{8D\rho_0^2R^4}.
\label{eq:tc}
\end{align}
Here $t_c=0.3927/0.0025\ \mathrm{s}=157$ s. The corresponding diffusion length along one axis, $\sqrt{2Dt_c}=\sqrt\pi/(2\rho_0R^2)=17.7$ nm, does not depend on $D$. It is sensitive to the capture radius: with $R=0.5$ nm it would be four times as long, 71 nm. A process in which acid diffuses over a shorter distance than $\sqrt{2Dt_c}$ ends before the $t^{-3/4}$ law is established.

Even beyond $t_c$ the guaranteed convergence is slow. For $\tau\ll t$, $L(t-\tau)\approx L(t)(1+3\tau/4t)$, so the relative gap allowed by (\ref{eq:sandwich}) is $3x/4+1/(kLt\,x)$ with $x=\tau/t$. It is smallest when the two terms are equal, at $x=\sqrt{4/(3kLt)}$, and its value is then
\begin{equation}
\sqrt{\frac{3}{kLt}}=\sqrt3\,\Big(\frac{t}{t_c}\Big)^{-1/8},
\end{equation}
because $kLt$ grows as $t^{1/4}$ and equals 1 at $t_c$. Numerical minimization of the full bound gives $\rho/L\le1.183$ at $t=10^8t_c$ and $\rho/L\le1.06$ at $10^{12}t_c$. These are upper limits, and the true ratio may be closer to 1.

The role of the initial fluctuations can be isolated by starting every acid at the same place as a base. The acids are still random, but $\delta=0$ everywhere, $L=0$, and (\ref{eq:sandwich}) with $\tau\to t$ gives $\rho\le1/(kt)$. A simulation of this case with the physical $k$, in a box of half the edge, gives an exponent of $-0.95$ between 10 and 100 s and a final density of $3.92\times10^{-4}\ \mathrm{nm^{-3}}$. Independent placement left $6.3\times10^{-4}\ \mathrm{nm^{-3}}$. The paired density is even slightly below the uniform value from (\ref{eq:mix}), as expected from $\langle ab\rangle=\langle a^2\rangle\ge\rho^2$: coincident clumps react faster than a uniform mixture.

The pairs need not coincide. Suppose each base starts at a fixed displacement $\mathbf s$ from its own acid. A pair then contributes $G(\mathbf r)-G(\mathbf r-\mathbf s)$, and the variance becomes
\begin{align}
\sigma^2&=\rho_0\int\big[G(\mathbf r)-G(\mathbf r-\mathbf s)\big]^2d^3r\nonumber\\
&=2\rho_0(8\pi Dt)^{-3/2}\big(1-e^{-s^2/8Dt}\big).
\end{align}
For $8Dt\gg s^2$ the last bracket is about $s^2/8Dt$, so $\sigma\propto t^{-5/4}$. Since $L\le\sigma/2$, taking $\tau=t/2$ in (\ref{eq:sandwich}) shows that $\rho$ falls at least as fast as $1/t$. The slow law is therefore absent at late times, $8Dt\gg s^2$, when the numbers of acid and base in regions larger than $s$ are tied together in this way. A fixed separation within each pair can sustain it only while $8Dt\ll s^2$, where the bracket is close to 1 and the variance is that of independent placement.

Equality of the mean densities is an equally strict condition. If they differ by $\Delta$, diffusion and reaction both conserve $\langle\delta\rangle=\Delta$, and the majority species cannot fall below $|\Delta|$. The scale is set by $\sigma$, which at 100 s is $8.9\times10^{-4}\ \mathrm{nm^{-3}}$, or 1.8\% of $\rho_0$. A fraction of $\sigma$ already matters. In the segregated state the two mean densities are $\tfrac12(\langle|\delta|\rangle\pm\Delta)$, and $\langle|\delta|\rangle$ changes only in second order in $\Delta$. The relative shift is thus $\pm\Delta/2L=\pm\sqrt{\pi/2}\,\Delta/\sigma$, or 25\% for $\Delta=0.2\sigma$, which at 100 s is 0.36\% of $\rho_0$. If the mean acid density varies with position while the mean base density is uniform, the balance holds at best near particular surfaces, and (\ref{eq:result}) does not describe the whole sample.

A finite sample meets the same limit through chance. Its net surplus per unit volume has standard deviation $\sqrt{2\rho_0/V}$, which equals $\sigma$ when $V=(8\pi Dt)^{3/2}$. For the 128 nm box this happens at $t=128^2/25.13\ \mathrm{s}\approx650$ s, after the simulated interval; at 100 s the net surplus of the box is typically $(100/650)^{3/4}\approx0.25$ of $\sigma$. Finally, if acid and base diffuse at different rates, the difference of the two equations contains $D_a\nabla^2a-D_b\nabla^2b$, which is no longer a function of $\delta$ alone. The proof given here then does not apply. The computed values behind these comparisons are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
initial mean density rho0 = 0.050 nm^-3
diffusion coefficient D = 1.00 nm^2/s
capture radius R = 1.00 nm
rate constant k = 25.133 nm^3/s
rms of delta at 100 s = 8.9088e-04 nm^-3
correlation of delta at 20.0 nm, 100 s = 0.6065
Poisson average L from characteristic function, and Gaussian law:
 t =      1 s: L = 1.1130e-02, law = 1.1239e-02 nm^-3, excess kurtosis = 2.24e-01
 t =     10 s: L = 1.9980e-03, law = 1.9986e-03 nm^-3, excess kurtosis = 7.10e-03
 t =    100 s: L = 3.5541e-04, law = 3.5541e-04 nm^-3, excess kurtosis = 2.24e-04
 t =   1000 s: L = 6.3202e-05, law = 6.3202e-05 nm^-3, excess kurtosis = 7.10e-06
lattice: 64^3 cells, cell edge 2.0 nm, box edge 128 nm
simulation with physical k:
 t =     1 s: rho = 2.764e-02, L in box = 1.365e-02 nm^-3, rho/L = 2.024, <ab>/rho^2 = 0.6841
 t =    10 s: rho = 4.802e-03, L in box = 2.021e-03 nm^-3, rho/L = 2.376, <ab>/rho^2 = 0.7407
 t =   100 s: rho = 6.297e-04, L in box = 3.608e-04 nm^-3, rho/L = 1.745, <ab>/rho^2 = 0.5468
 fitted exponent, 4 to 40 s = -0.889
simulation with 100 k:
 t =     1 s: rho = 1.402e-02, L in box = 1.365e-02 nm^-3, rho/L = 1.027, <ab>/rho^2 = 0.0220
 t =    10 s: rho = 2.072e-03, L in box = 2.021e-03 nm^-3, rho/L = 1.025, <ab>/rho^2 = 0.0147
 t =   100 s: rho = 3.662e-04, L in box = 3.608e-04 nm^-3, rho/L = 1.015, <ab>/rho^2 = 0.0084
 fitted exponent, 4 to 40 s = -0.761
L in box / law at 39.8 s = 1.016
coincident acid and base: exponent, 10 to 100 s = -0.950
coincident acid and base: rho at 100 s = 3.921e-04 nm^-3
uniform mixed densities: rho at 100 s = 3.947e-04 nm^-3
largest step-size error after 1 s, physical k = 0.01 %
largest step-size error after 1 s, 100 k = 0.45 %
crossover time = 157.1 s
diffusion length sqrt(2 D t) at crossover = 17.7 nm
density law at crossover = 2.533e-04 nm^-3
upper bound on rho/L in an infinite medium:
 t/crossover = 1e+04: bound = 1.6364, leading estimate = 1.5477
 t/crossover = 1e+08: bound = 1.1820, leading estimate = 1.1732
 t/crossover = 1e+12: bound = 1.0556, leading estimate = 1.0548
\end{verbatim}
